**Magnetic field and the minimum tunnelling exponent of a rectangular barrier**

A weak field $B$ normal to a two-dimensional channel raises the minimum WKB exponent by $b^2L^3/(12\kappa)$. Here $b=eB/\hbar$, $\kappa=\sqrt{2m\varphi}/\hbar$, $L$ is the barrier length, $m$ the effective mass and $\varphi$ the barrier height above the total energy. The program asserts the separation of the wave equation, its form in a second gauge and the weak-field series by symbolic algebra. By quadrature and numerical minimization it asserts the optimal momentum, the closed form, the error bound, and the square and cubic scaling. It also asserts that transmission from the wave equation agrees with the law within stated corrections for opaque barriers, and that a parabolic barrier has a coefficient $3\pi/4$ times larger. For rough silicon values at 10 T and 10 nm, the output gives a rise of 0.0272 on an exponent of 14.1. The wave equation with field-free leads gives a larger rise, 0.042, in minus the logarithm of the momentum-summed transmission, and the Zeeman shift for one spin exceeds the orbital rise.

## Verification by program

```python
"""
Result under test: a weak field B normal to a two-dimensional channel raises
the minimum WKB exponent S (transmission ~ exp(-S)) of a rectangular barrier by
    b^2 L^3 / (12 kappa),   b = e B / hbar,   kappa = sqrt(2 m phi) / hbar.
L: barrier length; phi: barrier top minus total energy; m: effective mass;
k: conserved transverse wave number, over which S is minimized;
kf: wave number in the leads at the same total energy.
Lengths are in nm, wave numbers in 1/nm, energies in eV. Spin is left out of
the law; its effect is sized separately.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import minimize_scalar, brentq
from scipy.special import ai_zeros

nodes, weights = np.polynomial.legendre.leggauss(80)


def wkb_exponent(k, b, length, kappa_squared):
    """Exponent by quadrature for a barrier profile kappa_squared(x)."""
    x = 0.5 * length * (nodes + 1)
    return length * np.sum(weights * np.sqrt(kappa_squared(x) + (k + b * x)**2))


def minimum_exponent(b, length, kappa_squared):
    """Numerical minimum over k; returns exponent and minimizing k."""
    bound = np.sqrt(kappa_squared(0.0))
    found = minimize_scalar(wkb_exponent, bounds=(-bound, bound),
                            args=(b, length, kappa_squared),
                            method="bounded", options={"xatol": 1e-11})
    return found.fun, found.x


def exact_transmission(k_mid, b, length, kappa, kf):
    """Wave equation solved through the barrier, field-free leads.
    k_mid is the mechanical transverse wave number at the barrier middle."""
    k_mid = np.atleast_1d(np.asarray(k_mid, dtype=float))
    count = len(k_mid)
    k_source = np.sqrt(kf**2 - (k_mid - b * length / 2)**2)
    k_drain = np.sqrt(kf**2 - (k_mid + b * length / 2)**2)

    def slope(u, y):
        return np.concatenate(
            [y[count:], (kappa**2 + (k_mid + b * u)**2) * y[:count]])

    start = np.concatenate([np.ones(count, complex), 1j * k_drain])
    run = solve_ivp(slope, (length / 2, -length / 2), start,
                    method="DOP853", rtol=1e-10, atol=1e-10)
    assert run.success
    value, derivative = run.y[:count, -1], run.y[count:, -1]
    incoming = 0.5 * (value + derivative / (1j * k_source))
    return k_drain / (k_source * np.abs(incoming)**2)


def exact_rises(b, length, kappa, kf):
    """Rise of -ln T caused by the field: at the peak, and for the k sum."""
    gauss_x, gauss_w = np.polynomial.legendre.leggauss(140)
    peaks, sums = [], []
    for field in (0.0, b):
        limit = kf - field * length / 2
        values = exact_transmission(limit * gauss_x, field, length, kappa, kf)
        peak = exact_transmission([0.0], field, length, kappa, kf)[0]
        assert np.all(values < peak)      # best k is the symmetric one
        peaks.append(peak)
        sums.append(limit * np.sum(gauss_w * values))
    return np.log(peaks[0] / peaks[1]), np.log(sums[0] / sums[1]), peaks[0]


# ---- symbolic tests: separation, change of gauge, expansion
xs, ys, ks, bs = sp.symbols("x y k b", real=True)
f = sp.Function("f")(xs)


def kinetic(psi, ax, ay):
    def px(g):
        return -sp.I * sp.diff(g, xs) + ax * g

    def py(g):
        return -sp.I * sp.diff(g, ys) + ay * g
    return px(px(psi)) + py(py(psi))


plane = sp.exp(sp.I * ks * ys)
landau = kinetic(plane * f, 0, bs * xs)
separated = -sp.diff(f, xs, 2) + (ks + bs * xs)**2 * f
assert sp.simplify(sp.expand(landau / plane - separated)) == 0
phase = sp.exp(sp.I * bs * xs * ys)
other_gauge = kinetic(phase * plane * f, -bs * ys, 0)
assert sp.simplify(sp.expand(other_gauge / (phase * plane) - separated)) == 0

t = sp.symbols("t", positive=True)
root_part = sp.series(sp.sqrt(1 + t**2), t, 0, 6).removeO()
asinh_part = sp.expand(sp.series(sp.asinh(t), t, 0, 7).removeO() / t)
expansion = sp.expand((root_part + asinh_part) / 2)
assert expansion.coeff(t, 0) == 1
assert expansion.coeff(t, 2) == sp.Rational(1, 6)
assert expansion.coeff(t, 4) == -sp.Rational(1, 40)

# ---- example: rough values for a cryogenic silicon n-channel transistor
mass_ratio, length, phi, fermi, field = 0.19, 10.0, 0.10, 0.07, 10.0
temperature = 4.2


def wave_number(energy_ev, ratio=mass_ratio):
    return np.sqrt(2 * ratio * const.m_e * energy_ev * const.e) / const.hbar * 1e-9


kappa, kf = wave_number(phi), wave_number(fermi)
b = const.e * field / const.hbar * 1e-18


def flat(x):
    return kappa**2 + 0.0 * x


s_zero, _ = minimum_exponent(0.0, length, flat)
s_field, k_best = minimum_exponent(b, length, flat)
rise = s_field - s_zero
law = b**2 * length**3 / (12 * kappa)
error_bound = b**4 * length**5 / (320 * kappa**3)
tt = b * length / (2 * kappa)
closed = kappa * length * (np.sqrt(1 + tt**2) + np.arcsinh(tt) / tt)
assert abs(s_zero - 2 * kappa * length) < 1e-10
assert abs(s_field - closed) < 1e-10
assert abs(k_best + b * length / 2) < 1e-5 * kappa
assert law - error_bound < rise < law
assert b * length / 2 < kf

rise_half_b = minimum_exponent(b / 2, length, flat)[0] - s_zero
rise_double_l = (minimum_exponent(b, 2 * length, flat)[0]
                 - minimum_exponent(0.0, 2 * length, flat)[0])
assert abs(rise / rise_half_b - 4) < 0.04     # next order in b is below 1 %
assert abs(rise_double_l / rise - 8) < 0.08   # same reason
rise_normal = wkb_exponent(0.0, b, length, flat) - s_zero
assert abs(rise_normal / rise - 4) < 0.08     # next order in b, about 1 %

# ---- exact transmission approaches the law for opaque barriers
scaling_rows = []
for opacity in (20.0, 40.0, 80.0):
    test_b = 0.1 / opacity                    # kappa = kf = 1, b L = 0.1
    peak_rise, sum_rise, _ = exact_rises(test_b, opacity, 1.0, 1.0)
    test_law = test_b**2 * opacity**3 / 12
    peak_ratio, sum_ratio = peak_rise / test_law, sum_rise / test_law
    # corrections: second order in 1/opacity at the peak, first in the sum
    assert abs(peak_ratio - 1) < 25 / opacity**2 + 1e-3
    assert abs(sum_ratio - 1) < 1 / opacity + 25 / opacity**2 + 1e-3
    scaling_rows.append((opacity, peak_ratio, sum_ratio))

peak_example, sum_example, t_zero = exact_rises(b, length, kappa, kf)

# ---- sizes of neglected effects
# Spin: barrier shifted by plus and minus half the Zeeman splitting.
zeeman = const.physical_constants["Bohr magneton in eV/T"][0] * field
s_up = 2 * wave_number(phi - zeeman) * length
s_down = 2 * wave_number(phi + zeeman) * length
spin_shift = s_up - s_zero
spin_average = -np.log(0.5 * (np.exp(s_zero - s_up) + np.exp(s_zero - s_down)))


# Rounded barrier: parabola of equal height and equal zero-field length.
def parabola_exponent(b_value):
    def kappa_sq(u):
        return kappa**2 * (1 - 4 * u**2 / length**2) + (b_value * u)**2
    turn = brentq(kappa_sq, 0.4 * length, length, xtol=1e-13)
    angle = 0.5 * np.pi * nodes
    inside = np.maximum(kappa_sq(turn * np.sin(angle)), 0.0)
    return np.pi * np.sum(weights * np.sqrt(inside) * turn * np.cos(angle))


s_parabola = parabola_exponent(0.0)
rise_parabola = parabola_exponent(b) - s_parabola
assert abs(rise_parabola / law / (3 * np.pi / 4) - 1) < 0.02  # next order in b

# Drain bias: barrier top falls linearly towards the drain.
drain_bias = 0.05


def tilted(x):
    return kappa**2 * (1 - drain_bias / phi * x / length)


s_tilt = minimum_exponent(0.0, length, tilted)[0]
rise_tilt = minimum_exponent(b, length, tilted)[0] - s_tilt

# Nonparabolic band: hbar^2 k^2 / 2m = E (1 + alpha E) with E = -phi.
alpha = 0.5
kappa_change = np.sqrt(1 - alpha * phi) - 1

# Higher valleys: triangular-well splitting at a rough surface field.
surface_field = 0.05                          # V/nm
airy = -ai_zeros(1)[0][0]


def well_level(normal_mass):
    h2_2m = const.hbar**2 / (2 * normal_mass * const.m_e) / const.e * 1e18
    return airy * (h2_2m * surface_field**2)**(1 / 3)


splitting = well_level(0.19) - well_level(0.916)
valley_ratio = np.exp(s_zero - 2 * wave_number(phi + splitting) * length)

# Temperature.
kb = const.k / const.e
crossover = phi / (kb * s_zero)
thermal_spread = kb * temperature * s_zero / (2 * phi)
mimic = rise * 2 * phi / s_zero
source_mobility = 100.0                       # cm2/Vs, rough

print(f"mass {mass_ratio} m_e; L {length:.1f} nm; phi {phi:.2f} eV")
print(f"source Fermi energy {fermi:.2f} eV; B {field:.1f} T; T {temperature} K")
print(f"kappa = {kappa:.4f} 1/nm; kappa L = {kappa*length:.3f}")
print(f"b = {b:.5f} 1/nm2; magnetic length = {b**-0.5:.3f} nm")
print(f"t = b L/(2 kappa) = {tt:.4f}")
print(f"edge wave number b L/2 = {b*length/2:.4f} 1/nm; k_F = {kf:.4f} 1/nm")
print(f"zero-field exponent = {s_zero:.4f}; exp(-S) = {np.exp(-s_zero):.3e}")
print(f"minimum exponent in field = {s_field:.4f}")
print(f"minimizing k = {k_best:.4f} 1/nm")
print(f"rise, numerical minimum = {rise:.6f}")
print(f"rise, cubic law = {law:.6f}; error bound = {error_bound:.2e}")
print(f"factor exp(-rise) = {np.exp(-rise):.5f}")
print(f"rise at half B = {rise_half_b:.6f}; ratio = {rise/rise_half_b:.4f}")
print(f"rise at double L = {rise_double_l:.6f}; ratio = {rise_double_l/rise:.4f}")
print(f"rise for k = 0 at source = {rise_normal:.6f}; ratio = {rise_normal/rise:.4f}")
print(f"barrier change that imitates rise = {1000*mimic:.3f} meV")
print("exact rise / law, for k_F = kappa and b L = 0.1 kappa:")
for opacity, peak_ratio, sum_ratio in scaling_rows:
    print(f"  kappa L {opacity:.0f}: peak {peak_ratio:.4f}, k sum {sum_ratio:.4f}")
print(f"example, exact zero-field peak transmission = {t_zero:.3e}")
print(f"example, exact rise of -ln T at peak = {peak_example:.5f}")
print(f"example, exact rise of -ln of k sum = {sum_example:.5f}")
print(f"  these over the law: {peak_example/law:.3f} and {sum_example/law:.3f}")
print(f"Zeeman half splitting (g = 2) = {1000*zeeman:.3f} meV")
print(f"  exponent shift, favoured spin = {spin_shift:.5f}")
print(f"  exponent shift, spin average = {spin_average:.6f}")
print(f"parabolic barrier: S = {s_parabola:.3f}; rise = {rise_parabola:.5f}")
print(f"  rise over rectangular law = {rise_parabola/law:.3f}")
print(f"drain bias {1000*drain_bias:.0f} mV: S = {s_tilt:.3f}; rise = {rise_tilt:.5f}")
print(f"nonparabolicity {alpha} 1/eV: kappa changes by {100*kappa_change:.2f} %")
print(f"surface field {10*surface_field:.1f} MV/cm: valley splitting {1000*splitting:.1f} meV")
print(f"  higher-valley exp(-S), light mass along x, relative = {valley_ratio:.2e}")
print(f"thermal factor exp(-phi/kT) at 300 K = {np.exp(-phi/(kb*300)):.3e}")
print(f"  equals exp(-S) at T = {crossover:.1f} K")
print(f"thermal spread kT |dS/dE| at {temperature} K = {thermal_spread:.4f}")
print(f"transverse tunnelling length = {np.sqrt(2*length/kappa):.2f} nm")
print(f"source cyclotron radius = {kf/b:.1f} nm")
print(f"source mobility {source_mobility:.0f} cm2/Vs: mobility x B = {source_mobility*1e-4*field:.2f}")
print("PASS")
```

Running it gives:

```
mass 0.19 m_e; L 10.0 nm; phi 0.10 eV
source Fermi energy 0.07 eV; B 10.0 T; T 4.2 K
kappa = 0.7062 1/nm; kappa L = 7.062
b = 0.01519 1/nm2; magnetic length = 8.113 nm
t = b L/(2 kappa) = 0.1076
edge wave number b L/2 = 0.0760 1/nm; k_F = 0.5908 1/nm
zero-field exponent = 14.1236; exp(-S) = 7.349e-07
minimum exponent in field = 14.1508
minimizing k = -0.0760 1/nm
rise, numerical minimum = 0.027191
rise, cubic law = 0.027238; error bound = 4.73e-05
factor exp(-rise) = 0.97318
rise at half B = 0.006806; ratio = 3.9948
rise at double L = 0.216414; ratio = 7.9591
rise for k = 0 at source = 0.108207; ratio = 3.9796
barrier change that imitates rise = 0.385 meV
exact rise / law, for k_F = kappa and b L = 0.1 kappa:
  kappa L 20: peak 1.0000, k sum 0.9878
  kappa L 40: peak 0.9998, k sum 0.9873
  kappa L 80: peak 0.9997, k sum 0.9919
example, exact zero-field peak transmission = 2.848e-06
example, exact rise of -ln T at peak = 0.03183
example, exact rise of -ln of k sum = 0.04247
  these over the law: 1.169 and 1.559
Zeeman half splitting (g = 2) = 0.579 meV
  exponent shift, favoured spin = -0.04094
  exponent shift, spin average = -0.000894
parabolic barrier: S = 11.093; rise = 0.06474
  rise over rectangular law = 2.377
drain bias 50 mV: S = 12.174; rise = 0.03190
nonparabolicity 0.5 1/eV: kappa changes by -2.53 %
surface field 0.5 MV/cm: valley splitting 75.8 meV
  higher-valley exp(-S), light mass along x, relative = 1.00e-02
thermal factor exp(-phi/kT) at 300 K = 2.090e-02
  equals exp(-S) at T = 82.2 K
thermal spread kT |dS/dE| at 4.2 K = 0.0256
transverse tunnelling length = 5.32 nm
source cyclotron radius = 38.9 nm
source mobility 100 cm2/Vs: mobility x B = 0.10
PASS
```
